# The Computational Standard Hydrogen Electrode from Proton Removal in Water, part 1

(Sections cited here and not found follow in the second part.)

## First half: two charges and an unknown potential

A metal ion in a plating bath can lose an electron, and the tendency to do so can be expressed as a potential against a hydrogen electrode. In an atomistic simulation the ion sits in a small box of water that repeats in all directions. The work of removing the electron can be computed, but the box has no surface and no vacuum outside it. The energy of the removed electron is therefore measured from an unknown zero. The question is how such a calculation can nevertheless give a potential on the hydrogen scale.

The algebra uses atomic units, so the elementary charge is one. Numerical energies are in eV and lengths in angstrom unless stated. The conversion needed for Coulomb energies is one hartree times one bohr, which is $14.40$ eV angstrom.

### The simplest case: one constant

Hold all nuclei and charge clouds fixed. Let $\phi(\mathbf r)$ be the electrostatic potential in a large sample of liquid, measured from the vacuum outside. Let $\bar\phi$ be its average over the bulk liquid. A periodic calculation normally sets the average to zero, so that it works with

$$\phi_{\rm cell}(\mathbf r)=\phi(\mathbf r)-\bar\phi .$$

A small test particle of charge $q$ has energy $q\phi$. Taking it to the zero of potential costs $-q\phi$. For an electron, $q=-1$, at $\mathbf r_e$, and a proton, $q=+1$, at $\mathbf r_p$, the cell gives

$$W_e^{\rm cell}=\phi(\mathbf r_e)-\bar\phi,\qquad
W_p^{\rm cell}=-\phi(\mathbf r_p)+\bar\phi .$$

Each work is displaced by the unknown average, in opposite directions. Their sum is

$$W_e^{\rm cell}+W_p^{\rm cell}=\phi(\mathbf r_e)-\phi(\mathbf r_p),$$

which contains no $\bar\phi$. If both particles sit at the same point the sum vanishes, as it must for a test pair with no net charge.

The two particles need not be removed from the same box. The electron can leave a redox ion in one box, and the proton can leave a hydronium ion in another. The cancellation then requires that $\bar\phi$ be the same in both.

Electronic relaxation does not upset this argument when the offset is a fixed constant. Adding a constant $C$ to the potential adds $CQ$ to the energy of a system with total charge $Q$. During the minimization $Q$ is fixed, so the minimizing density is unchanged. The offset does depend on what the box contains, however, and its origin has to be examined before the two values can be called equal.

### Where the average comes from

Consider a neutral molecule with a spherical charge density $\rho(r)$. Its potential $v(r)$ vanishes outside the charge cloud, but its volume integral need not vanish. Since $\nabla^2 r^2=6$ and $\nabla^2v=-4\pi\rho$, two integrations by parts give

$$6\int v\,d^3r=\int v\,\nabla^2r^2\,d^3r
=\int r^2\nabla^2v\,d^3r=-4\pi\int\rho r^2\,d^3r .$$

The surface terms are zero because $v$ vanishes at large distance. With $V_w$ the volume per molecule, the mean potential of the liquid is

$$\bar\phi=\frac1{V_w}\int v\,d^3r
=-\frac{2\pi}{3V_w}\int\rho r^2\,d^3r .$$

The electron cloud of a molecule reaches farther out than its positive core, so the second moment $\int\rho r^2d^3r$ is negative and $\bar\phi$ is positive. This sign belongs to an explicit electron density. A point-charge force field can give the opposite sign: the SPC/E charges taken about the oxygen give about $-0.85$ V. For a polar molecule the second moment also depends on the chosen origin, and only its combination with the surface dipole discussed below is fixed.

For a definite case, take a core of charge $Z=8$ and a cloud of charge $-8$. Both are Gaussians, proportional to $\exp(-r^2/2s^2)$, with mean square radius $3s^2$. The widths are $s_c=0.35$ angstrom for the core and $s_v=0.50$ angstrom for the cloud, and $V_w=30$ cubic angstrom. Then

$$\int\rho r^2d^3r=3Z(s_c^2-s_v^2),\qquad
\bar\phi=\frac{2\pi Z(s_v^2-s_c^2)}{V_w}.$$

The arithmetic is

$$\bar\phi=14.40\times\frac{2\pi\times8\times(0.2500-0.1225)}{30}
=3.08\ {\rm V}.$$

An electron level read from this cell without correction is wrong by about three electronvolts relative to vacuum. If the two widths are made equal, core and cloud compensate each other everywhere and the average vanishes.

Real water molecules are not spherical. Their orientation at the surface produces a dipole layer and adds another constant $\chi$ to the interior potential. From here on, $\bar\phi$ means the whole difference between the bulk average and vacuum, including any such layer. For one test charge the layer changes the vacuum-referenced electron work by $+\chi$ and the proton work by $-\chi$. An explicit double layer with $\chi=0.30$ V, placed around the model redox and proton species, changed the two works by $+0.3000$ and $-0.3000$ eV. Their sum was unaffected to the digits given.

### From a test charge to a charged cell

Removing a real electron changes the charge of the whole periodic cell. Every copy of the cell becomes charged, and a uniform background of opposite charge is implied by dropping the zero wave vector. The energy then contains an interaction between the ion and its own images, besides the offset.

Let a cubic cell have edge $L$ and volume $V=L^3$. The zero-mean potential of a unit point charge and its images is

$$\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}
\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$

Applying the Laplacian cancels $G^2$. The sum over all wave vectors gives delta functions at the lattice points $\mathbf R_n$, and the missing zero term leaves a constant:

$$\nabla^2\psi=-4\pi\sum_n\delta(\mathbf r-\mathbf R_n)+\frac{4\pi}{V}.$$

Near the charge, the part due to the images and background has the limit

$$\lim_{r\to0}\left[\psi(\mathbf r)-\frac1r\right]=-\frac{\alpha}{L},
\qquad \alpha=2.8373 .$$

This defines the Madelung constant $\alpha$.

Now replace points by spherical clouds. Let $f$ be a function whose Laplacian is a constant $c$ inside a sphere of radius $a$. By the divergence theorem, its average $\langle f\rangle_a$ over the surface of the sphere obeys

$$\frac{d\langle f\rangle_a}{da}
=\frac1{4\pi a^2}\,c\,\frac{4\pi a^3}{3}=\frac{ca}{3},
\qquad
\langle f\rangle_a=f(0)+\frac{ca^2}{6}.$$

The background has $c=4\pi/V$. Spreading a point into a cloud of mean square radius $a_i^2$ therefore adds $2\pi a_i^2/(3V)$ to its interaction with a unit charge. For clouds $i$ and $j$ the addition is

$$\frac{2\pi}{3V}(a_i^2+a_j^2).$$

The delta functions describe ordinary Coulomb attraction or repulsion. Where clouds overlap, including overlap with a neighbouring copy of a solvent molecule, that short-range part is the same as in the open liquid. It belongs to the open energy.

Add the interactions of all clouds with charges $q_i$ and total charge $Q=\sum_iq_i$. The background contribution is

$$\frac12\sum_{ij}q_iq_j\frac{2\pi}{3V}(a_i^2+a_j^2)
=\frac{2\pi Q}{3V}\sum_jq_ja_j^2 .$$

The factor one half disappears because the two terms in the bracket give equal sums. The remaining long-range terms contain point interactions between sites. A neutral molecule with a common centre contributes zero to them. If all the net charge has one centre, the sole survivor is its interaction with its own images, $-\alpha Q^2/(2L)$. Hence

$$E_{\rm cell}(Q)=E_{\rm open}(Q)-\frac{\alpha Q^2}{2L}-Q\bar\phi_{\rm cell},
\qquad
\bar\phi_{\rm cell}=-\frac{2\pi}{3V}\sum_jq_ja_j^2 .$$

Terms describing the interaction of solvent molecules with one another have been omitted, because they are common to the states compared. The formula recovers the earlier $\bar\phi$ for a cell of pure solvent. It holds for this frozen model of spherical clouds, in which the copies of the solute do not overlap.

### The two removals in finite cells

Start with a neutral reduced species, Red, which becomes Ox with charge $+1$. The cell changes from $Q=0$ to $Q=1$. Subtracting initial from final energy gives

$$W_{\rm ox}^{\rm cell}=W_{\rm ox}^{\rm vac}
-\frac{\alpha}{2L}-\bar\phi_{\rm Ox}.$$

The superscript "vac" denotes the open value referred to vacuum. For the proton, hydronium with $Q=1$ becomes water with $Q=0$. The same subtraction reverses both signs:

$$W_{\rm dp}^{\rm cell}=W_{\rm dp}^{\rm vac}
+\frac{\alpha}{2L}+\bar\phi_{\rm ion}.$$

The image terms cancel if the two cells have the same edge. What remains is

$$\left(W_{\rm ox}+W_{\rm dp}\right)^{\rm cell}
-\left(W_{\rm ox}+W_{\rm dp}\right)^{\rm vac}
=\bar\phi_{\rm ion}-\bar\phi_{\rm Ox}.$$

The cancellation of the offset is therefore a statement about large cells or equal offsets. In a cell with 27 sites the Ox box holds 26 solvent molecules and one solute, while the hydronium box holds 27 molecules and a proton. One missing molecule changes the mean by about $3.076/27=0.114$ V. The different widths of the added charges supply the rest of the difference.

For a 27-site cell of edge $9.322$ angstrom, direct summation of the Gaussian charges gave shifts of $-5.136$ eV for the electron work and $+5.258$ eV for the proton work. The image term accounts for

$$\frac{\alpha}{2L}=\frac{2.8373\times14.40}{2\times9.322}=2.19\ {\rm eV}$$

of each magnitude. The residue of the sum is $0.122$ eV. In a 64-site cell it is $0.051$ eV, smaller by the volume ratio $27/64$. The solute and the density of sites were held fixed in this comparison.

### A reduced species that is already charged

If Red has charge $z$, Ox has charge $z+1$. The difference of the squared charges is $(z+1)^2-z^2=2z+1$, so

$$W_{\rm ox}^{\rm cell}-W_{\rm ox}^{\rm vac}
=-\frac{(2z+1)\alpha}{2L}
-(z+1)\bar\phi_{\rm Ox}+z\bar\phi_{\rm Red}.$$

When the offsets are equal, the last two terms reduce to $-\bar\phi$ for every $z$. Adding the proton removal leaves

$$-\frac{(2z+1)\alpha}{2L}+\frac{\alpha}{2L}=-\frac{z\alpha}{L}.$$

The offset has cancelled, but an image interaction remains unless $z=0$. The frozen-cloud sums were compared with these shift formulas for $z=0$ and $z=1$, in cells of 27 and 64 sites. They agreed within $10^{-6}$ hartree.

Mobile water screens the residue. Far from an ion of charge $Q$ in a medium of relative permittivity $\varepsilon$, the potential is $Q/(\varepsilon r)$. The images and background therefore add $-\alpha Q/(\varepsilon L)$ near the ion at leading order. A constant potential passes through the ion's cavity unchanged, because it has no gradient. The image energy becomes

$$\frac12Q\left(-\frac{\alpha Q}{\varepsilon L}\right)
=-\frac{\alpha Q^2}{2\varepsilon L},$$

with further terms of order $1/V$ that depend on the cavity. The leading residue of the summed works is then $-z\alpha/(\varepsilon L)$.

This was tested for a unit charge in a cavity of radius 3 bohr with $\varepsilon=4$ outside. Periodic solutions at edges of 22.5 and 31.5 bohr were compared with the open solution, and the $1/L^3$ term was eliminated between them. The coefficient of $1/L$ was $-0.35469$ hartree bohr, against the predicted $-0.35466$.

## Second half: from removal works to an electrode potential

The results carried forward are these. $W_{\rm ox}$ is the work of taking an electron from Red, and $W_{\rm dp}$ that of taking a proton from hydronium in water. In large periodic cells the unknown bulk average $\bar\phi$ displaces them by $-\bar\phi$ and $+\bar\phi$. Finite cells leave a term of order $1/V$ and, for Red of charge $z$, a leading image term $-z\alpha/(\varepsilon L)$. Here $L$ and $V$ are the cell edge and volume, $\alpha$ is the Madelung constant and $\varepsilon$ the permittivity. So far these were energies at fixed positions. A potential requires free energies.

### Letting the liquid move

Let $E_0$ and $E_1$ be the energies of the initial and final states for the same nuclear positions. Introduce the mixed energy $E_\eta=(1-\eta)E_0+\eta E_1$, with $\eta$ between zero and one. With $\beta=1/kT$ and $Z_\eta=\int e^{-\beta E_\eta}$ over the positions,

$$\frac{d}{d\eta}(-kT\ln Z_\eta)
=\frac{\int(E_1-E_0)e^{-\beta E_\eta}}{Z_\eta}
=\langle E_1-E_0\rangle_\eta .$$

Integration gives the reversible work

$$W=\int_0^1\langle E_1-E_0\rangle_\eta\,d\eta
=-kT\ln\frac{Z_1}{Z_0}.$$

A second derivative gives $-\beta$ times the variance of the gap $E_1-E_0$. The mean gap can therefore never rise with $\eta$, a useful check on simulation data.

In the frozen-cloud model the offset depends on the cloud sizes and the volume, and not on the molecular positions. It is the same number in every configuration, so it leaves the statistical weights unchanged, shifts every gap by the same amount and passes directly into $W$. Molecules whose clouds deform make the offset fluctuate. For them I assume a well-defined bulk average in the large-cell limit; the frozen model does not test that assumption.

### The reaction that defines the scale

The potential $U$ of the couple against the standard hydrogen electrode (SHE) belongs to the cell reaction

$${\rm Ox}+\tfrac12{\rm H_2}\rightarrow{\rm Red}+{\rm H^+(aq)} .$$

This reaction delivers electrical work $eU$ per electron, so its free energy change is $-eU$. Reversing it gives

$$eU=\mu_{\rm Ox}-\mu_{\rm Red}+\tfrac12\mu_{\rm H_2}-\mu^\circ_{\rm H^+}.$$

The solutes are in ideal standard states at concentration $c^\circ=1$ mol/L, and hydrogen is an ideal gas at 1 bar. I set the energy zero at bare protons and electrons at rest in vacuum.

Ox and Red have the same standard concentration, so their concentration terms cancel and $\mu_{\rm Ox}-\mu_{\rm Red}=W_{\rm ox}$. Here $W_{\rm ox}$ is understood to include any change in the quantum vibrations or electronic degeneracy of the couple. In the worked example these changes are set to zero.

The aqueous proton is defined by

$$\mu^\circ_{\rm H^+}=\mu^\circ_{\rm H_3O^+}-\mu_{\rm H_2O}.$$

One water molecule is subtracted because hydronium contains one. This difference must now be related to a simulation in which a particular proton disappears.

The unknown average potential cancels between the electron and proton works in large cells with equal offsets, and the electrode potential has been written in terms of $W_{\rm ox}$ and the chemical potentials of hydrogen and the aqueous proton. It remains to connect the aqueous proton to the simulated work $W_{\rm dp}$, evaluate the hydrogen reference and work through an example.
